# Racah parameters and the term energies of the d² configuration: a program that tests the result

```python
"""
Result under test: two equivalent d electrons with repulsion 1/r12 have the terms
  3F: A-8B   3P: A+7B   1G: A+4B+2C   1D: A-3B+2C   1S: A+14B+7C
with Racah parameters A = F0-F4/9, B = (9*F2-5*F4)/441, C = 5*F4/63.
F0, F2, F4: Slater integrals of the shared radial function (hartree).
c^k(m,m') = sqrt(4 pi/(2k+1)) * integral of Y*_2m Y_k,m-m' Y_2m' over angles.
The matrix is built from angular quadrature in all 45 determinants; L^2 and S^2
are built separately from ladder operators and identify the terms.
Example: R(r) proportional to r^2 exp(-zeta r), zeta in 1/bohr.
"""
from fractions import Fraction
from math import factorial, pi, sqrt
import numpy as np
from scipy.integrate import quad
from scipy.special import lpmv
from scipy.constants import physical_constants

hartree_in_ev = physical_constants["Hartree energy in eV"][0]
m_values = [2, 1, 0, -1, -2]


def theta_part(l, m, x):
    """Y_lm without exp(i m phi), Condon-Shortley phase, x = cos(theta)."""
    a = abs(m)
    norm = sqrt((2*l + 1)/(4*pi)*factorial(l - a)/factorial(l + a))
    return (-1.0)**(a if m < 0 else 0)*norm*lpmv(a, l, x)


nodes, weights = np.polynomial.legendre.leggauss(24)


def angular_table(k):
    table = np.zeros((5, 5))
    for i, m in enumerate(m_values):
        for j, n in enumerate(m_values):
            if abs(m - n) <= k:
                f = (theta_part(2, m, nodes)*theta_part(k, m - n, nodes)
                     * theta_part(2, n, nodes))
                table[i, j] = sqrt(4*pi/(2*k + 1))*2*pi*np.dot(weights, f)
    return table


c = {k: angular_table(k) for k in range(8)}
for k in (1, 3, 5, 6, 7):
    assert np.allclose(c[k], 0, atol=1e-12)
assert np.allclose(c[0], np.eye(5), atol=1e-12)
phase = np.array([[(-1.0)**(m - n) for n in m_values] for m in m_values])
for k in (2, 4):
    assert np.allclose(c[k].T, phase*c[k], atol=1e-12)

# Multipole expansion of 1/r12 at two arbitrary points
r1, x1, p1, r2, x2, p2 = 0.6, 0.35, 0.4, 2.0, -0.2, 1.9
cos_angle = x1*x2 + sqrt((1 - x1**2)*(1 - x2**2))*np.cos(p1 - p2)
series = 0.0
for k in range(31):
    for q in range(-k, k + 1):
        series += (r1**k/r2**(k + 1)*4*pi/(2*k + 1)*theta_part(k, q, x1)
                   * theta_part(k, q, x2)*np.cos(q*(p2 - p1)))
assert abs(series - 1/sqrt(r1**2 + r2**2 - 2*r1*r2*cos_angle)) < 1e-11


def coulomb(slater):
    """V[m1,m2,m3,m4] = <m1 m2|1/r12|m3 m4>."""
    v = np.zeros((5, 5, 5, 5))
    for k, f in zip((0, 2, 4), slater):
        v += f*np.einsum("ac,db->abcd", c[k], c[k])
    m = np.array(m_values)
    total = m[:, None] + m[None, :]
    return v*(total[:, :, None, None] == total[None, None, :, :])


def to_racah(slater):
    f0, f2, f4 = slater
    return np.array([f0 - f4/9, (9*f2 - 5*f4)/441, 5*f4/63])


def to_slater(racah):
    a, b, cc = racah
    return np.array([a + 7*cc/5, 49*b + 7*cc, 63*cc/5])


# Two-electron determinants in the product space of ten spin orbitals
determinants = np.zeros((45, 100))
row = 0
for i in range(10):
    for j in range(i + 1, 10):
        determinants[row, 10*i + j] = 1/sqrt(2)
        determinants[row, 10*j + i] = -1/sqrt(2)
        row += 1


def full_matrix(slater):
    spin = np.eye(2)
    v = np.einsum("abcd,su,tv->asbtcudv", coulomb(slater), spin, spin)
    return determinants @ v.reshape(100, 100) @ determinants.T


def squared_momentum(z, plus):
    one = np.eye(10)
    zt = np.kron(z, one) + np.kron(one, z)
    pt = np.kron(plus, one) + np.kron(one, plus)
    return determinants @ (zt @ zt + zt + pt.T @ pt) @ determinants.T


l_plus = np.zeros((5, 5))
for i in range(1, 5):
    m = m_values[i]
    l_plus[i - 1, i] = sqrt(6 - m*(m + 1))
l_squared = squared_momentum(np.kron(np.diag(m_values), np.eye(2)),
                             np.kron(l_plus, np.eye(2)))
s_squared = squared_momentum(np.kron(np.eye(5), np.diag([0.5, -0.5])),
                             np.kron(np.eye(5), np.array([[0., 1.], [0., 0.]])))
labels, label_vectors = np.linalg.eigh(l_squared + 50*s_squared)

# name: (L, S, number of states, coefficients of A, B, C)
terms = {"3F": (3, 1, 21, (1, -8, 0)), "3P": (1, 1, 9, (1, 7, 0)),
         "1G": (4, 0, 9, (1, 4, 2)), "1D": (2, 0, 5, (1, -3, 2)),
         "1S": (0, 0, 1, (1, 14, 7))}
subspaces = {}
for name, (L, S, count, coefficients) in terms.items():
    chosen = np.abs(labels - L*(L + 1) - 50*S*(S + 1)) < 1e-8
    assert chosen.sum() == count
    subspaces[name] = label_vectors[:, chosen]
assert sum(x.shape[1] for x in subspaces.values()) == 45


def pair_state(m, n, sign):
    state = np.zeros((5, 5))
    state[2 - m, 2 - n] += 1
    state[2 - n, 2 - m] += sign
    return state.ravel()/np.linalg.norm(state)


block_pairs = {"triplet ML=3": (-1, [(2, 1)]),
               "triplet ML=1": (-1, [(2, -1), (1, 0)]),
               "singlet ML=4": (1, [(2, 2)]),
               "singlet ML=2": (1, [(2, 0), (1, 1)]),
               "singlet ML=0": (1, [(2, -2), (1, -1), (0, 0)])}


def computed_block(name, slater):
    sign, pairs = block_pairs[name]
    basis = np.array([pair_state(m, n, sign) for m, n in pairs])
    return basis @ coulomb(slater).reshape(25, 25) @ basis.T


def derived_blocks(a, b, cc):
    t, d, w = -3*sqrt(6)*b, 2*sqrt(3)*b, sqrt(2)
    h12, h13, h23 = -6*b - 2*cc, w*(4*b + cc), -w*(b + cc)
    return {"triplet ML=3": [[a - 8*b]],
            "triplet ML=1": [[a - 2*b, t], [t, a + b]],
            "singlet ML=4": [[a + 4*b + 2*cc]],
            "singlet ML=2": [[a + 2*cc, d], [d, a + b + 2*cc]],
            "singlet ML=0": [[a + 4*b + 4*cc, h12, h13],
                             [h12, a + 7*b + 4*cc, h23],
                             [h13, h23, a + 4*b + 3*cc]]}


# Slater integrals of the model orbital: closed form against double quadrature
zeta = 3


def slater_over_zeta(k):
    n = 6 + k
    tail = sum(Fraction(factorial(5 - k + j), factorial(j)*2**(6 - k + j))
               for j in range(n + 1))
    return Fraction(4*factorial(n), factorial(6)**2)*(factorial(5 - k) - tail)


def density(r):
    return (2*zeta)**7/factorial(6)*r**6*np.exp(-2*zeta*r)


def slater_quadrature(k):
    end = 12.0

    def outer(r):
        inside = quad(lambda s: density(s)*(s/r)**k/r, 0, r, epsabs=1e-11)[0]
        outside = quad(lambda s: density(s)*(r/s)**k/s, r, end, epsabs=1e-11)[0]
        return density(r)*(inside + outside)
    return quad(outer, 0, end, epsabs=1e-9, epsrel=1e-9, limit=100)[0]


ratios = [slater_over_zeta(k) for k in (0, 2, 4)]
example = np.array([float(x)*zeta for x in ratios])
for k, value in zip((0, 2, 4), example):
    assert abs(slater_quadrature(k) - value) < 1e-7
assert example[0] > example[1] > example[2] > 0

# All energies are linear in F0, F2, F4: several independent sets are decisive
random = np.random.default_rng(7)
for slater in [example] + [random.uniform(0.2, 2.0, 3) for _ in range(4)]:
    racah = to_racah(slater)
    assert np.allclose(to_slater(racah), slater, atol=1e-12)
    h = full_matrix(slater)
    expected = []
    for name, (L, S, count, coefficients) in terms.items():
        energy = np.dot(coefficients, racah)
        expected += [energy]*count
        x = subspaces[name]
        assert np.allclose(h @ x, energy*x, atol=1e-10)
    assert np.allclose(np.linalg.eigvalsh(h), np.sort(expected), atol=1e-10)
    for name, block in derived_blocks(*racah).items():
        assert np.allclose(computed_block(name, slater), block, atol=1e-10)
    singlet_s = np.array([sqrt(2), -sqrt(2), 1])/sqrt(5)
    assert np.allclose(computed_block("singlet ML=0", slater) @ singlet_s,
                       np.dot((1, 14, 7), racah)*singlet_s, atol=1e-10)
    u, j_hund = slater[0], (slater[1] + slater[2])/14
    triplets = np.hstack([subspaces["3F"], subspaces["3P"]])
    triplet_mean = np.trace(triplets.T @ h @ triplets)/30
    assert abs(triplet_mean - (u - j_hund)) < 1e-10
    assert abs(triplet_mean - (racah[0] - 3.5*racah[1])) < 1e-10
    assert abs(np.trace(h)/45 - (u - 4*j_hund/9)) < 1e-10

# Printed results
print("Signed squares, rows m=2..-2, columns m'=2..-2 (no unit)")
for k, factor in ((2, 7), (4, 21)):
    squares = np.sign(c[k])*(factor*c[k])**2
    assert np.allclose(squares, np.rint(squares), atol=1e-9)
    for m, line in zip(m_values, np.rint(squares).astype(int)):
        print(f"({factor} c^{k})^2 m={m:2d}:", *[f"{x:4d}" for x in line])
print("Block elements: coefficients of A, B, C (no unit)")
for name, (sign, pairs) in block_pairs.items():
    parts = [computed_block(name, to_slater(e)) for e in np.eye(3)]
    for i in range(len(pairs)):
        for j in range(i, len(pairs)):
            values = [round(float(p[i, j]), 4) + 0.0 for p in parts]
            print(f"{name} {pairs[i]}|{pairs[j]}:",
                  *[f"{x:8.4f}" for x in values])
print(f"zeta = {zeta} 1/bohr")
for k, ratio, value in zip((0, 2, 4), ratios, example):
    print(f"F^{k} = ({ratio}) zeta = {value:.6f} hartree")
racah = to_racah(example)
for name, value in zip("ABC", racah):
    print(f"{name} = {value:.6f} hartree")
print(f"C/B = {racah[2]/racah[1]:.4f} (no unit)")
h = full_matrix(example)
energies = {name: np.trace(x.T @ h @ x)/x.shape[1]
            for name, x in subspaces.items()}
ground = energies["3F"]
assert ground == min(energies.values())
assert (energies["1D"] < energies["3P"]) == (racah[2] < 5*racah[1])
for name, energy in sorted(energies.items(), key=lambda item: item[1]):
    gap = energy - ground
    print(f"{name}: {terms[name][2]} states, E = {energy:.6f} hartree, "
          f"above 3F {gap:.6f} hartree = {gap*hartree_in_ev:.3f} eV")
u, j_hund = example[0], (example[1] + example[2])/14
triplet_mean = (21*energies["3F"] + 9*energies["3P"])/30
print(f"U = {u:.6f} hartree")
print(f"J = {j_hund:.6f} hartree")
print(f"U - J = {u - j_hund:.6f} hartree")
print(f"mean of the 30 triplet states = {triplet_mean:.6f} hartree")
print(f"mean of all 45 states = {np.trace(h)/45:.6f} hartree")
print("all tests passed")
```

Output:

```
Signed squares, rows m=2..-2, columns m'=2..-2 (no unit)
(7 c^2)^2 m= 2:   -4    6   -4    0    0
(7 c^2)^2 m= 1:   -6    1    1   -6    0
(7 c^2)^2 m= 0:   -4   -1    4   -1   -4
(7 c^2)^2 m=-1:    0   -6    1    1   -6
(7 c^2)^2 m=-2:    0    0   -4    6   -4
(21 c^4)^2 m= 2:    1   -5   15  -35   70
(21 c^4)^2 m= 1:    5  -16   30  -40   35
(21 c^4)^2 m= 0:   15  -30   36  -30   15
(21 c^4)^2 m=-1:   35  -40   30  -16    5
(21 c^4)^2 m=-2:   70  -35   15   -5    1
Block elements: coefficients of A, B, C (no unit)
triplet ML=3 (2, 1)|(2, 1):   1.0000  -8.0000   0.0000
triplet ML=1 (2, -1)|(2, -1):   1.0000  -2.0000   0.0000
triplet ML=1 (2, -1)|(1, 0):   0.0000  -7.3485   0.0000
triplet ML=1 (1, 0)|(1, 0):   1.0000   1.0000   0.0000
singlet ML=4 (2, 2)|(2, 2):   1.0000   4.0000   2.0000
singlet ML=2 (2, 0)|(2, 0):   1.0000   0.0000   2.0000
singlet ML=2 (2, 0)|(1, 1):   0.0000   3.4641   0.0000
singlet ML=2 (1, 1)|(1, 1):   1.0000   1.0000   2.0000
singlet ML=0 (2, -2)|(2, -2):   1.0000   4.0000   4.0000
singlet ML=0 (2, -2)|(1, -1):   0.0000  -6.0000  -2.0000
singlet ML=0 (2, -2)|(0, 0):   0.0000   5.6569   1.4142
singlet ML=0 (1, -1)|(1, -1):   1.0000   7.0000   4.0000
singlet ML=0 (1, -1)|(0, 0):   0.0000  -1.4142  -1.4142
singlet ML=0 (0, 0)|(0, 0):   1.0000   4.0000   3.0000
zeta = 3 1/bohr
F^0 = (793/3072) zeta = 0.774414 hartree
F^2 = (2093/15360) zeta = 0.408789 hartree
F^4 = (91/1024) zeta = 0.266602 hartree
A = 0.744792 hartree
B = 0.005320 hartree
C = 0.021159 hartree
C/B = 3.9773 (no unit)
3F: 21 states, E = 0.702232 hartree, above 3F 0.000000 hartree = 0.000 eV
1D: 5 states, E = 0.771150 hartree, above 3F 0.068917 hartree = 1.875 eV
3P: 9 states, E = 0.782031 hartree, above 3F 0.079799 hartree = 2.171 eV
1G: 9 states, E = 0.808389 hartree, above 3F 0.106157 hartree = 2.889 eV
1S: 1 states, E = 0.967383 hartree, above 3F 0.265151 hartree = 7.215 eV
U = 0.774414 hartree
J = 0.048242 hartree
U - J = 0.726172 hartree
mean of the 30 triplet states = 0.726172 hartree
mean of all 45 states = 0.752973 hartree
all tests passed
```
